# Kitaev exchange from cancelled hopping in edge-sharing j = 1/2 octahedra

## Definitions and the model

Consider two neighbouring transition-metal ions in ideal octahedra that share an edge. Each ion has five $t_{2g}$ electrons, hence one hole. The holes are the particles used here. The orbitals $yz$, $zx$, $xy$ carry the labels $x$, $y$, $z$, and the shared edge lies in the $xy$ plane; such a bond is called a $z$ bond.

Within the $t_{2g}$ set the true orbital moment acts as $-\mathbf l$, where $\mathbf l$ is an angular momentum of length one with $\langle a|l_c|b\rangle=-i\epsilon_{cab}$. Passing from electrons to holes reverses the sign of the spin-orbit term, so a hole has

$$H_{\rm so}=\lambda\,\mathbf l\cdot\mathbf s,\qquad \lambda>0 .$$

From $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$, the $j=1/2$ doublet lies at $-\lambda$ and the $j=3/2$ quartet at $+\lambda/2$. The gap is $3\lambda/2$. With Pauli matrices $\sigma_a$, the doublet is

$$|\tilde s\rangle=\frac1{\sqrt3}\sum_{a=x,y,z}|a\rangle\,\sigma_a|s\rangle ,\qquad s=\uparrow,\downarrow. \tag{1}$$

The three $|a\rangle$ and the three $\sigma_a$ both rotate as vectors. Their scalar product therefore leaves a state that rotates like the spin $|s\rangle$, which is what $j=1/2$ means. The pseudospin $\mathbf S=\boldsymbol\sigma/2$ acts on the label $s$.

Two holes on one ion interact through the Kanamori form: intra-orbital repulsion $U$, inter-orbital repulsion $U'=U-2J_H$, and Hund exchange and pair hopping, both $J_H$. We require $U>3J_H$, $t\ll U-3J_H$ for the hopping $t$ found below, and $t^2/(U-3J_H)\ll\lambda$, so that the doublets stay separate from the quartets. The $e_g$ orbitals, distortions, and processes with two holes on the ligands are left out. Direct metal-metal hopping is added later as a control.

## Two ligand paths

Put the metals at $(0,0,0)$ and $(1,1,0)$, in units of the metal-ligand distance. The bridging ligands are at $(1,0,0)$ and $(0,1,0)$. A ligand hole costs $\Delta$, and the $\pi$ overlap between a $d$ and a $p$ orbital has amplitude $t_{pd}$, whose sign follows the direction from metal to ligand.

The ligand at $(1,0,0)$ lies along $+x$ from ion 1 and along $-y$ from ion 2. Its $p_z$ orbital couples to $zx$ on ion 1 with $+t_{pd}$ and to $yz$ on ion 2 with $-t_{pd}$. Eliminating the ligand hole gives

$$-\frac{(+t_{pd})(-t_{pd})}{\Delta}=\frac{t_{pd}^2}{\Delta}\equiv t .$$

The other ligand lies along $+y$ from ion 1 and $-x$ from ion 2, and connects $yz$ on ion 1 to $zx$ on ion 2 with the same $t$. The $xy$ orbitals have no such path: at a given bridge, one ion's $xy$ couples to $p_x$ and the other's to $p_y$, which are orthogonal. Each $t_{2g}$ orbital has four $\pi$-bonded ligands, so the level shifts are equal and can be dropped. The hopping matrix from ion 2 to ion 1 is

$$T=t\big(|y\rangle\langle x|+|x\rangle\langle y|\big), \tag{2}$$

and it leaves the real spin unchanged.

## The cancellation

For any orbital matrix $T_{ab}$, equation (1) and $\sigma_a\sigma_b=\delta_{ab}+i\sum_c\epsilon_{abc}\sigma_c$ give the hopping inside the doublet:

$$PTP=\frac13\sum_{ab}T_{ab}\,\sigma_a\sigma_b
=\frac13\Big[{\rm Tr}\,T+i\sum_{abc}\epsilon_{abc}T_{ab}\sigma_c\Big]. \tag{3}$$

The first path, $t|y\rangle\langle x|$, contributes $t\sigma_y\sigma_x/3=-i(t/3)\sigma_z$. The second contributes $t\sigma_x\sigma_y/3=+i(t/3)\sigma_z$. Their sum is zero.

Each path alone carries a spin-dependent phase, and the phases are opposite. In terms of (3), the sum is a symmetric matrix, so its antisymmetric part vanishes; it is also off-diagonal, so its trace vanishes. Both conditions are needed.

The hole can still hop. The state $T|\tilde s\rangle$ is nonzero, but it lies wholly in the $j=3/2$ quartet. These virtual states generate the exchange.

## Why Coulomb repulsion alone gives no exchange

Set $J_H=0$. A doubly occupied ion then costs $U$ whatever its spin and orbital state. Suppose the hole of ion 1 hops to ion 2. It arrives in the quartet, while the resident hole is in the doublet. To end with both ions in their doublets, the same hole must return: the resident could reach ion 1 only in a quartet state.

The result of this return trip is an operator on one pseudospin. It is Hermitian and even under time reversal, whereas all three $\sigma_c$ are odd, so it is a constant. The usual exchange of order $t^2/U$ is absent. Spin-orbit splitting raises the denominator to $U+3\lambda/2$, but does not alter this argument.

Within this model, a second-order exchange therefore needs an interaction that distinguishes the states of two holes on one ion. Repulsion between two holes on the same ligand, which is left out here, can produce exchange even at $J_H=0$, and it need not be small. In a cluster with $\Delta=U=3$ eV, $t_{pd}=0.4$ eV, $\lambda=0.15$ eV and a repulsion of 4 eV between any two holes on a bridging ligand, it gives $0.22\,(S_1^xS_2^x+S_1^yS_2^y-S_1^zS_2^z)$ meV. This is comparable to the $-0.40$ meV of the Hund term (7) below for the same $t=t_{pd}^2/\Delta$ and $J_H=0.3$ eV.

## The states that Hund coupling separates

The Kanamori interaction acts on the orbital part of a pair as follows. For $a\ne b$,

$$|ab\rangle\to U'|ab\rangle+J_H|ba\rangle,$$

and for equal orbitals,

$$|aa\rangle\to U|aa\rangle+J_H\sum_{c\ne a}|cc\rangle .$$

Antisymmetric orbital pairs, which are spin triplets, have energy $U'-J_H=U-3J_H$. Symmetric pairs with $a\neq b$ have $U'+J_H=U-J_H$, as do the two combinations of $|aa\rangle$ whose coefficients sum to zero. The remaining combination $\sum_a|aa\rangle/\sqrt3$ has $U+2J_H$. The last three kinds are spin singlets.

For now neglect $\lambda$ in these intermediate energies, which requires $\lambda\ll U-3J_H$. After the hole of ion 1 has hopped to ion 2, the pair before antisymmetrization is

$$|\varphi\rangle=\frac t3\sum_{a=x,y}\ \sum_{b=x,y,z}|\bar a\,b\rangle\,\sigma_a\sigma'_b|s s'\rangle,\qquad \bar x=y,\ \bar y=x. \tag{4}$$

Primes denote the second hole. The top singlet is not reached. Its amplitude needs $b=\bar a$, which leaves $\sigma_x\sigma'_y+\sigma_y\sigma'_x$ projected on the spin singlet $\langle0|$. Since $\langle0|\sigma_a=-\langle0|\sigma'_a$, this equals $-\langle0|(\sigma'_x\sigma'_y+\sigma'_y\sigma'_x)=0$.

It remains to find how much of the state is triplet. Let $X$ exchange the two holes. The antisymmetric state is $(1-X)|\varphi\rangle/\sqrt2$. The triplet projector $P_T=(3+\boldsymbol\sigma\cdot\boldsymbol\sigma')/4$ commutes with $X$, and $(1-X)^2=2(1-X)$. The triplet weight, as an operator on the initial pseudospins, is therefore

$$W_T=\langle\varphi|(1-X_{\rm orb})P_T|\varphi\rangle ,$$

because exchanging the spins of a triplet gives $+1$.

**Direct term.** The orbital overlaps leave

$$\frac{t^2}{9}\sum_{a=x,y}\sum_b\sigma_a\sigma'_bP_T\sigma_a\sigma'_b .$$

The sum over $a=x,y$ of $\sigma_a\sigma_c\sigma_a$ is zero for $c=x,y$ and $-2\sigma_z$ for $c=z$. The sum over all $b$ of $\sigma'_b\sigma'_c\sigma'_b$ is $-\sigma'_c$. With six terms in the double sum, the result is

$$\frac{t^2}{9}\,\frac{18+2\sigma_z\sigma'_z}{4}=\frac{t^2}{9}\,\frac{9+\sigma_z\sigma'_z}{2}.$$

**Exchange term.** Swapping the orbitals requires $b=x$ or $y$. The four contributions are

$$\sigma_y\sigma'_yP_T\sigma_x\sigma'_x+\sigma_x\sigma'_xP_T\sigma_y\sigma'_y
+\sigma_x\sigma'_yP_T\sigma_x\sigma'_y+\sigma_y\sigma'_xP_T\sigma_y\sigma'_x .$$

In the first two, $P_T$ commutes with $\sigma_c\sigma'_c$, and $(\mp i)^2=-1$, so each is $-P_T\sigma_z\sigma'_z$. Multiplying out the projector gives

$$-2P_T\sigma_z\sigma'_z=-\tfrac12\big(3\sigma_z\sigma'_z+1-\sigma_x\sigma'_x-\sigma_y\sigma'_y\big).$$

In each of the last two, conjugation reverses $\sigma_x\sigma'_x$ and $\sigma_y\sigma'_y$ but not $\sigma_z\sigma'_z$. Together they give

$$\tfrac12\big(3-\sigma_x\sigma'_x-\sigma_y\sigma'_y+\sigma_z\sigma'_z\big).$$

The transverse terms cancel, and the four contributions sum to $1-\sigma_z\sigma'_z$. Subtracting the exchange term from the direct term,

$$W_T=\frac{t^2}{9}\Big[\frac{9+\sigma_z\sigma'_z}{2}-1+\sigma_z\sigma'_z\Big]
=\frac{t^2}{18}\big(7+3\sigma_z\sigma'_z\big). \tag{5}$$

The total weight is $\langle\varphi|\varphi\rangle=6t^2/9=2t^2/3$; its exchange correction contains $PTP$ and vanishes. Hence the singlet weight is

$$W_S=\frac{2t^2}{3}-W_T=\frac{t^2}{18}\big(5-3\sigma_z\sigma'_z\big).$$

## The Kitaev term

Either hole may hop first. The two directions lead to different intermediate states and contribute equally:

$$H=-2\left[\frac{W_T}{U-3J_H}+\frac{W_S}{U-J_H}\right]. \tag{6}$$

The coefficient of $\sigma_z\sigma'_z$ is

$$-\frac{t^2}{3}\left[\frac1{U-3J_H}-\frac1{U-J_H}\right]
=-\frac{2J_Ht^2}{3(U-3J_H)(U-J_H)} .$$

Since $\sigma_z\sigma'_z=4S_1^zS_2^z$, the exchange is

$$H=\text{const}+K S_1^zS_2^z,\qquad
K=-\frac{8J_Ht^2}{3(U-3J_H)(U-J_H)}\simeq-\frac{8J_Ht^2}{3U^2}, \tag{7}$$

the last form holding for $J_H\ll U$. The sign is ferromagnetic because pseudospins parallel along $z$ reach the low-energy triplet with weight $5t^2/9$, against $2t^2/9$ for antiparallel ones.

The axis is fixed by the orbital that does not take part in the hopping. Permuting the axes gives $S_1^xS_2^x$ and $S_1^yS_2^y$ on the other two bond types. A honeycomb lattice with one bond of each type at every site then has the Kitaev interaction.

## Keeping the spin-orbit splitting

Spin-orbit coupling also acts in the doubly occupied states. Just after the hop, the energy excess at $J_H=0$ is $E=U+3\lambda/2$. Write the Hund part of the interaction as $J_Hv$ and the hopped states as $|\Phi\rangle$. To first order in $J_H$,

$$-\langle\Phi|\frac1{E+J_Hv}|\Phi\rangle\simeq-\frac{\langle\Phi|\Phi\rangle}{E}+\frac{J_H\langle\Phi|v|\Phi\rangle}{E^2}.$$

The matrix element of $v$ does not depend on $\lambda$, so it can be read from the linear term of (7):

$$K\simeq-\frac{8J_Ht^2}{3(U+3\lambda/2)^2}. \tag{8}$$

The Ising form itself survives more generally on this two-ion bond. Let $m=l_z+s_z$ for one hole. Equation (2) turns $x+iy$ into $i(x-iy)$ times $t$: it reverses $l_z=\pm1$, keeps $s_z$, and annihilates $l_z=0$. A hop therefore exchanges $m=\tfrac12\leftrightarrow-\tfrac32$ and $m=-\tfrac12\leftrightarrow\tfrac32$. The interaction and the spin-orbit term conserve the total $M_1$ and $M_2$ on each ion.

Starting from up-down, repeated hops reach only these values of $(M_1,M_2)$:

$$(\tfrac12,-\tfrac12),\ (\tfrac32,-\tfrac32),\ (0,-2),\ (2,0).$$

Down-up leads to the set with all signs reversed, which has no member in common with it. Starting from up-up, the set is

$$(\tfrac12,\tfrac12),(-\tfrac32,-\tfrac32),(\tfrac32,-\tfrac12),(-\tfrac12,\tfrac32),(0,-1),(-1,0).$$

A further hop that would give $M=\pm3$ on one ion is blocked by the Pauli principle. Down-down again has the reversed set. The four pseudospin states thus never mix, at any order in $t$, and time reversal makes them degenerate in pairs. What remains is a constant plus $KS_1^zS_2^z$.

At $J_H=0$ even this $K$ vanishes at every order. The single-hole states then split into four separate blocks, each holding $m=\pm\tfrac12$ on one ion and $\mp\tfrac32$ on the other. Parallel and antiparallel pairs each place their two holes in different blocks, one starting from each ion. Reversing the pseudospin on ion 2 replaces its block by the time-reversed one, with the same site energies and hopping strengths. A repulsion that counts only holes per ion cannot tell the two cases apart.

These two results concern an isolated bond; processes running over three or more ions are outside them.

## Numbers for a model bond

Take the round parameters $U=3$ eV, $J_H=0.3$ eV, $\lambda=0.15$ eV and $t=0.1$ eV. The two paths give amplitudes $\mp33.3\,i$ meV between up states, with sum zero. The triplet and singlet energies are 2.10 and 2.70 eV. Equation (6) gives

$$E_{\parallel}=-2(0.1)^2\left[\frac{0.5556}{2.10}+\frac{0.1111}{2.70}\right]{\rm eV}=-6.11\ {\rm meV},$$

$$E_{\rm anti}=-2(0.1)^2\left[\frac{0.2222}{2.10}+\frac{0.4444}{2.70}\right]{\rm eV}=-5.41\ {\rm meV}.$$

The Ising energies are $\pm K/4$, so $K=2(E_\parallel-E_{\rm anti})$. Directly from (7),

$$K=-\frac{8(0.3)(0.1)^2}{3(2.10)(2.70)}\ {\rm eV}=-1.41\ {\rm meV},$$

or $-16.4$ K in temperature units. The form $-8J_Ht^2/(3U^2)$ gives only $-0.89$ meV: it shows the origin of the term, but at $J_H/U=0.1$ it is 37% smaller in magnitude than the closed formula.

Keeping $\lambda$ in the denominators gives $-1.18$ meV at second order. Diagonalizing all 66 two-hole states gives $-1.27$ meV. The difference between these two values comes from higher orders in $t$, and is 7% of the second-order value. The closed formula exceeds the diagonalized magnitude by 11%. The error grows when $\lambda$ is not small beside $U-3J_H$: for $U=1.7$ eV, $J_H=0.3$ eV, $\lambda=0.4$ eV and the same $t$, (7) gives $-7.1$ meV against $-3.0$ meV from diagonalization. The Heisenberg term is zero to the printed precision, and so is the whole exchange at $J_H=0$, as the conservation argument requires.

## Two ways to undo the cancellation

First switch off the hopping through one ligand, keeping the three orbitals on each ion degenerate, and set $J_H=0$. (Taking the ligand itself away would also split these orbitals.) The remaining hopping inside the doublet is $-i(t/3)\sigma_z$. Hops into the quartet still occur, but here and in the second example below they add only a constant: if the resident hole left instead, a quartet hole would stay behind, so the quartet hole itself must return, and the time-reversal argument given earlier applies to its round trip. A half-turn of pseudospin 2 about $z$ absorbs the matrix $-i\sigma_z$ and leaves ordinary hopping of strength $\tau=t/3$.

For such hopping, parallel spins are Pauli-blocked, while the singlet couples to each of two doubly occupied states with amplitude of size $\sqrt2\,\tau$. Its energy is $-4\tau^2/U$, so the exchange constant is $4\tau^2/U$. Undoing the half-turn reverses the $x$ and $y$ components:

$$H=\text{const}+\frac{4t^2}{9U}\big(-S_1^xS_2^x-S_1^yS_2^y+S_1^zS_2^z\big).$$

The second-order coefficient is 1.48 meV, slightly larger than $|K|$ from (7), and needs no Hund coupling. Restoring the second path removes it.

Now keep both paths and add direct hopping $t'$ between the $xy$ orbitals. The trace in (3) becomes $t'$, the doublet hopping is $t'/3$, and at $J_H=0$ a Heisenberg exchange $4t'^2/(9U)$ appears. For $t'=0.05$ eV it is 0.37 meV, about a quarter of the $|K|$ in (7). This term lacks the small factor $J_H/U$. For $J_H\ll U$, equating it with the magnitude $8J_Ht^2/(3U^2)$ of the Kitaev term gives $t'=t\sqrt{6J_H/U}$, so the weaker the Hund coupling, the less direct hopping is needed to compete. With Hund coupling present, direct hopping also produces an off-diagonal exchange proportional to $S_1^xS_2^y+S_1^yS_2^x$. That term is linear in $t'$, so for small $t'$ it is larger than the Heisenberg term, which is quadratic. At $J_H=0.3$ eV and $t'=0.05$ eV, second order with $\lambda$ neglected in the denominators gives it a size of 0.47 meV, against 0.38 meV for the Heisenberg term, and $K$ itself moves from $-1.41$ to $-1.29$ meV. Strong spin-orbit coupling alone is therefore not enough for the exchange (7) to dominate on this bond: if $xy$-$xy$ hopping is the only direct hopping, $t'$ must also be small beside both $t$ and $t\sqrt{6J_H/U}$. Real bonds also have direct $yz$-$yz$ and $zx$-$zx$ hopping $t_1$. The trace in (3) is then $t'+2t_1$, which can cancel the $J_H=0$ Heisenberg term, while the off-diagonal term remains. The numerical output below gives the values for the model bond, the two $J_H=0$ controls and a scan in $J_H$.

## Table of computed values

```
U = 3.00 eV, J_H = 0.30 eV
lambda = 0.15 eV, t = 0.10 eV
doublet-quartet gap 3 lambda/2 = 0.225 eV
ligand test: t_pd = 0.10 eV, Delta = 4.0 eV
  t_pd^2/Delta = 2.5000 meV
  cluster yz-zx hopping = 2.4876 meV
  cluster xy-xy hopping = 0.0000 meV (size)
path 1: up-up amplitude / i = -33.333 meV
path 2: up-up amplitude / i = 33.333 meV
sum: up-up amplitude / i = -0.000 meV
triplet energy U-3J_H = 2.10 eV
singlet energy U-J_H = 2.70 eV
top singlet U+2J_H = 3.60 eV
total weight/t^2 = 0.6667
triplet weight/t^2, parallel = 0.5556
triplet weight/t^2, antiparallel = 0.2222
energy shift, parallel = -6.1141 meV
energy shift, antiparallel = -5.4086 meV
K leading in J_H/U = -0.8889 meV
K closed formula = -1.4109 meV
K from resolvent, no lambda = -1.4109 meV
K closed formula = -16.37 K (kelvin)
second order with lambda kept:
  K = -1.1835 meV
  Heisenberg J = 0.00000 meV
exact diagonalization, 66 states:
  K = -1.2674 meV
  Heisenberg J = 0.00000 meV
exact diagonalization at J_H = 0:
  K = -0.00000 meV
  Heisenberg J = 0.00000 meV
t^2/(lambda J_H) = 0.222
J_H (eV) | K closed (meV) | K with lambda (meV)
  0.1 | -0.3406 | -0.2922
  0.2 | -0.7937 | -0.6740
  0.3 | -1.4109 | -1.1835
  0.4 | -2.2792 | -1.8824
one path only, J_H = 0:
  Jxx = -1.4815 meV, Jzz = 1.4815 meV
direct hopping t' = 0.05 eV added, J_H = 0:
  Heisenberg J = 0.3704 meV
```
